# Stevens' factor for the Hund levels of the 4f series

## Exercise

A trivalent lanthanide ion has the configuration $4f^n$, $n=1,\dots,13$, and is in its Hund ground level $(L,S,J)$. Assume pure LS coupling and one common radial function for all 4f electrons. Angular momenta are in units of $\hbar$. Stevens' factor $\alpha_J$ is defined by the equality, inside the level, of

$$\sum_i(3z_i^2-r_i^2)=\alpha_J\langle r^2\rangle\,[3J_z^2-J(J+1)] .\qquad(1)$$

Let $U^2=\sum_i u^2(i)$ be the sum of one-electron unit tensors of rank 2, normalized by $\langle f\|u^2\|f\rangle=1$.

(a) Express $\alpha_J$ through $\langle J\|U^2\|J\rangle$.

(b) Find $\langle J\|U^2\|J\rangle$ for the Hund levels, and from it a closed formula for $\alpha_J$.

(c) Evaluate $\alpha_J$ for Ce$^{3+}$ and Pr$^{3+}$.

(d) Where along the series does $\alpha_J$ change sign, and why?

## Hints

1. Two rank-2 operators have proportional matrices inside a level, so one nonzero diagonal element fixes the ratio. For a single f electron, $m=3$ is the easiest.
2. The state $M_L=L$, $M_S=S$ of the Hund term is a single determinant. What does a half-filled spin shell contribute to it?
3. To pass from $L$ to $J$, write the quadrupole of $\mathbf L$ as a number $c$ times that of $\mathbf J$, and contract both sides with $J_aJ_b$. The scalar $\mathbf L\cdot\mathbf J$ commutes with $\mathbf J$.
4. For (d), ask which factors of the formula can be negative.

## Solution

### (a) From $U^2$ to $\alpha_J$

Reduced elements are defined by

$$\langle JM|T_0|JM\rangle=(-1)^{J-M}\begin{pmatrix}J&2&J\\-M&0&M\end{pmatrix}\langle J\|T\|J\rangle .$$

The coefficient in front depends on $M$ in the same way for every rank-2 operator. One such operator is $3J_z^2-\mathbf J^2$, so the coefficient equals $N[3M^2-\Lambda]$ with $\Lambda=J(J+1)$. Orthogonality of the 3j symbols requires its squares, summed over $M$, to give $1/5$. With $\sum M^2=(2J+1)\Lambda/3$ and $\sum M^4=(2J+1)\Lambda(3\Lambda-1)/15$,

$$\sum_M(3M^2-\Lambda)^2=(2J+1)\left[\frac{9\Lambda(3\Lambda-1)}{15}-2\Lambda^2+\Lambda^2\right]=\frac{(2J+1)\Lambda(4\Lambda-3)}{5}.$$

Hence $N^2=1/[(2J+1)\Lambda(4\Lambda-3)]$. Since $4\Lambda-3=(2J-1)(2J+3)$, this is $N=2/R_J$ with

$$R_J=\sqrt{(2J+3)(2J+2)(2J+1)(2J)(2J-1)} .$$

The positive root is the standard phase of the 3j symbol at $M=J$. Therefore, for $J\ge1$,

$$\langle JM|U^2_0|JM\rangle=\frac{2[3M^2-J(J+1)]}{R_J}\langle J\|U^2\|J\rangle .\qquad(2)$$

The same relation holds for orbital states, with $L$ or $l=3$ in place of $J$.

The common radial function turns $r_i^2$ into $\langle r^2\rangle$, which leaves the angular operator $\sum_i(3\cos^2\theta_i-1)=2\sum_iC^2_0(i)$. Within the f shell, $\sum_iC^2_0(i)=\langle f\|C^2\|f\rangle\,U^2_0$.

To find $\langle f\|C^2\|f\rangle$, take $m=3$. Its density is proportional to $\sin^6\theta=(1-x^2)^3$ with $x=\cos\theta$. Let $I_p=\int_{-1}^1(1-x^2)^p\,dx$. Integration by parts gives

$$I_p=2p\int_{-1}^1x^2(1-x^2)^{p-1}dx=2p(I_{p-1}-I_p),\qquad I_p=\frac{2p}{2p+1}I_{p-1}.$$

So $\langle x^2\rangle=1-I_4/I_3=1-8/9=1/9$, and $\langle3\cos^2\theta-1\rangle=-2/3$. An orbital with $m=3$ is flattened towards the equatorial plane. By (2) for $l=m=3$, where $3m^2-12=15$,

$$-\frac23=2\langle f\|C^2\|f\rangle\frac{2\cdot15}{R_3},\qquad \langle f\|C^2\|f\rangle=-\frac{R_3}{90}=-\sqrt{\frac{28}{15}}=-1.36626 ,$$

because $R_3^2=9\cdot8\cdot7\cdot6\cdot5=15120$. Now (2) and (1) give the answer to (a):

$$\boxed{\alpha_J=\frac{4\langle f\|C^2\|f\rangle\langle J\|U^2\|J\rangle}{R_J}}\qquad(3)$$

### (b) The reduced element for a Hund level

**The orbital part.** Let $k=n$ for $n<7$ and $k=n-7$ for $n\ge7$. In the state $M_L=L$, $M_S=S$, the first seven electrons have spin up and any others spin down. Each spin set is filled from $m=3$ downwards. No other determinant has these values of $M_S$ and $M_L$, so this one is the required state of the Hund term.

A filled set of seven orbitals contributes $\sum_m(3m^2-12)=3\cdot28-84=0$. The remaining $k$ electrons have $m=3-p$, $p=0,\dots,k-1$, so that $L=3k-k(k-1)/2=k(7-k)/2$. Their sum is

$$\sum_p[3(3-p)^2-12]=\sum_p(15-18p+3p^2)=15k-9k(k-1)+\frac{k(k-1)(2k-1)}2$$
$$=\frac k2(2k^2-21k+49)=\frac k2(7-k)(7-2k)=L(7-2k).\qquad(4)$$

By (2) for single electrons, $\langle U^2_0\rangle=2L(7-2k)/R_3$ in this state. By (2) for the term, with the reduced element taken in orbital space at fixed $M_S$, the same average is $2L(2L-1)\langle L\|U^2\|L\rangle/R_L$. For $L>0$ it follows that

$$\langle L\|U^2\|L\rangle=\frac{(7-2k)R_L}{(2L-1)R_3}.\qquad(5)$$

**From $L$ to $J$.** For a vector operator $\mathbf V$ put $Q_{ab}(\mathbf V)=\tfrac12(V_aV_b+V_bV_a)-\tfrac13\delta_{ab}\mathbf V^2$. This tensor has rank 2, so inside the level $Q_{ab}(\mathbf L)=c\,Q_{ab}(\mathbf J)$. Multiply from the right by $J_aJ_b$, which does not lead out of the level, and sum over $a,b$.

On the left, $\tfrac12(L_aL_b+L_bL_a)=L_bL_a+\tfrac i2\sum_c\epsilon_{abc}L_c$. This produces three pieces:

- $\sum_{ab}L_bL_aJ_aJ_b=\sum_bL_b(\mathbf L\cdot\mathbf J)J_b=(\mathbf L\cdot\mathbf J)^2$, because the scalar $\mathbf L\cdot\mathbf J$ commutes with $J_b$.
- $\tfrac i2\sum_{abc}\epsilon_{abc}L_cJ_aJ_b=\tfrac i2\sum_cL_c(iJ_c)=-\tfrac12\mathbf L\cdot\mathbf J$, because $\sum_{ab}\epsilon_{abc}J_aJ_b=iJ_c$.
- The trace term gives $-\tfrac13\mathbf L^2\mathbf J^2$.

Squaring $\mathbf S=\mathbf J-\mathbf L$ gives $\mathbf L\cdot\mathbf J=X/2$ with $X=J(J+1)+L(L+1)-S(S+1)$. The left side is therefore

$$\frac{X^2}4-\frac X4-\frac{J(J+1)L(L+1)}3=\frac{3X(X-1)-4J(J+1)L(L+1)}{12}.$$

The right side follows by replacing $\mathbf L$ with $\mathbf J$ in the three pieces:

$$c\left(\Lambda^2-\frac\Lambda2-\frac{\Lambda^2}3\right)=\frac{c\,\Lambda(4\Lambda-3)}6 .$$

Hence

$$c=\frac{3X(X-1)-4J(J+1)L(L+1)}{2J(J+1)(2J-1)(2J+3)}.\qquad(6)$$

Inside the LS term, $U^2_0=(2/R_L)\langle L\|U^2\|L\rangle(3L_z^2-\mathbf L^2)$. Inside the level the bracket becomes $c(3J_z^2-\mathbf J^2)$. Comparison with (2) gives

$$\langle J\|U^2\|J\rangle=c\,\frac{R_J}{R_L}\langle L\|U^2\|L\rangle .\qquad(7)$$

Insert (5) and (7) in (3). The factors $R_J$, $R_L$ and $R_3$ cancel:

$$\alpha_J=c\,\alpha_L,\qquad \alpha_L=-\frac{2(7-2k)}{45(2L-1)}.\qquad(8)$$

**The two Hund cases.** For $n<7$, $J=L-S$. With $S=L-J$,

$$X=J^2+J+L^2+L-(L-J)(L-J+1)=2J(L+1).$$

The numerator of (6) is then

$$2J(L+1)[6J(L+1)-3-2L(J+1)]=2J(L+1)(4JL+6J-2L-3)=2J(L+1)(2J-1)(2L+3).$$

For $n>7$, $J=L+S$. Both $X$ and the numerator are symmetric in $L$ and $J$, and now $S=J-L$, so exchanging the letters gives the numerator $2L(J+1)(2L-1)(2J+3)$. Thus

$$c=\frac{(L+1)(2L+3)}{(J+1)(2J+3)}\ (n<6),\qquad c=\frac{L(2L-1)}{J(2J-1)}\ (n>7).\qquad(9)$$

The closed formulas are

$$\boxed{\alpha_J=-\frac{2(7-2k)(L+1)(2L+3)}{45(2L-1)(J+1)(2J+3)}\ (n<6),\qquad \alpha_J=-\frac{2(7-2k)L}{45J(2J-1)}\ (n\ge7).}$$

Two ions need care. For Eu$^{3+}$ ($n=6$), $J=0$: both sides of (1) vanish and $\alpha_J$ is undefined. For Gd$^{3+}$ ($n=7$), $L=0$: the orbital quadrupole vanishes while $3J_z^2-J(J+1)$ does not, so $\alpha_J=0$, as the second formula says.

### (c) Cerium and praseodymium

Ce$^{3+}$ has $k=1$, $L=3$, $S=1/2$, $J=5/2$. Here $c=4\cdot9/(\tfrac72\cdot8)=9/7$ and $\langle L\|U^2\|L\rangle=1$, so (7) gives

$$\langle J\|U^2\|J\rangle=\frac97\cdot\frac{81.9756}{122.9634}=0.857143,$$
$$\alpha_J=\frac{4(-1.36626)(0.857143)}{81.9756}=-0.05714 .$$

In fractions, $\alpha_J=-\tfrac2{45}\cdot\tfrac97=-\tfrac2{35}$.

Pr$^{3+}$ has $k=2$, $L=5$, $S=1$, $J=4$. Here $c=6\cdot13/(5\cdot11)=78/55$, and (5) gives $\langle L\|U^2\|L\rangle=3(392.9885)/(9\cdot122.9634)=1.06533$. Then

$$\langle J\|U^2\|J\rangle=\frac{78}{55}\cdot\frac{235.4570}{392.9885}\cdot1.06533=0.90520,$$
$$\alpha_J=\frac{4(-1.36626)(0.90520)}{235.4570}=-0.02101 .$$

In fractions, $\alpha_J=-\tfrac2{135}\cdot\tfrac{78}{55}=-\tfrac{156}{7425}=-\tfrac{52}{2475}$.

The smaller factor of Pr$^{3+}$ does not mean a smaller angular quadrupole of the 4f shell. At $M_J=J$ this quadrupole, which (1) multiplies by the ion's own $\langle r^2\rangle$, is $\alpha_JJ(2J-1)$. This is $-\tfrac2{35}\cdot10=-0.571$ for Ce$^{3+}$ and $-\tfrac{52}{2475}\cdot28=-0.588$ for Pr$^{3+}$, nearly the same. Per f electron, however, the value for Pr$^{3+}$ is only about half that for Ce$^{3+}$. In the determinant $M_L=L$ the second electron enters $m=2$, where $3m^2-12=0$, so it adds nothing to the orbital quadrupole, which is $-\tfrac23$ for both ions before the coupling to $J$.

### (d) The sign changes

For $L>0$ and $J\ge1$, both expressions in (9) are positive. The sign of $\alpha_J$ is therefore that of $2k-7$.

| Ion | $7-2k$ | $\alpha_J$ |
|---|---:|---:|
| Ce | 5 | $-2/35$ |
| Pr | 3 | $-52/2475$ |
| Nd | 1 | $-7/1089$ |
| Pm | −1 | $14/1815$ |
| Sm | −3 | $13/315$ |
| Eu | – | undefined |
| Gd | – | 0 |
| Tb | 5 | $-1/99$ |
| Dy | 3 | $-2/315$ |
| Ho | 1 | $-1/450$ |
| Er | −1 | $4/1575$ |
| Tm | −3 | $1/99$ |
| Yb | −5 | $2/63$ |

There are three changes: between Nd and Pm, between Ho and Er, and across the half-filled shell, from Sm to Tb.

The orbital averages of $3\cos^2\theta-1$ show the cause. They are $-0.667$, $0$, $0.400$ and $0.533$ for $|m|=3,2,1,0$. Filling from $m=3$ downwards, the total for $k=1,2,3$ is $-0.667$, $-0.667$, $-0.267$. The fourth electron enters $m=0$, an orbital elongated along $z$, and brings the total to $+0.267$. The zero of $7-2k$, at $k=3.5$, lies between $k=3$ and $k=4$: this is the quarter-filled shell between Nd and Pm, and the three-quarter-filled shell between Ho and Er. The fifth electron ($m=-1$) raises the total to $+0.667$, the sixth ($m=-2$) leaves it there, the seventh ($m=-3$) brings it to zero, and the eighth electron begins the sequence again with $m=3$. The positive factor $c$ carries these signs over to $J$.

**What the sign does.** Add a model axial potential $A\sum_i(3z_i^2-r_i^2)$ with $A\langle r^2\rangle=0.001$ hartree, and leave out the higher multipoles of the field. For Ce$^{3+}$ the bracket $3M_J^2-\tfrac{35}4$ is $10$, $-2$, $-8$ for $|M_J|=\tfrac52,\tfrac32,\tfrac12$. Multiplied by $-\tfrac2{35}\cdot0.001$ hartree, this gives $-571.4$, $114.3$ and $457.1$ microhartree. These are first-order energies within the level $J=\tfrac52$; mixing with $J=\tfrac72$ is neglected. The total splitting is $1028.6$ microhartree, about $28$ meV. The flattened state $|M_J|=\tfrac52$ is lowest. In the same field Nd$^{3+}$ also has its largest value, $|M_J|=\tfrac92$, lowest, whereas Pm$^{3+}$ has $M_J=0$ lowest.

**Limits of the result.** Relation (1) holds within one level. If the field is not weak compared with the spacing of the $J$ levels, it mixes them and a single factor no longer suffices. In Eu$^{3+}$ the rank-2 operator has no element within $J=0$ but may connect it to $J=2$. If spin–orbit coupling mixes different LS terms, the reduced element (7) must be replaced by one for the mixed state.

For the eleven ions with nonzero $\alpha_J$, the numerical output also lists the factor found from Hund states obtained by diagonalizing in the space of $4f^n$ determinants; these values agree with the formula.

## Variation 1: the second half without recoupling

*Obtain $\alpha_J$ for $n>7$ without using $c$, and explain why Tb$^{3+}$ and Tm$^{3+}$ have opposite factors.*

When $J=L+S$, the state $M_J=J$ requires $M_L=L$ and $M_S=S$, so it is the single determinant of part (b). For one electron within the f shell, $3\cos^2\theta-1=-\tfrac2{45}(3l_z^2-12)$, since the two rank-2 operators are proportional there and both sides are $-\tfrac23$ at $m=3$. Equating the averages of the two sides of (1), with the help of (4),

$$\alpha_JJ(2J-1)=-\frac2{45}L(7-2k),$$

which is the second closed formula. Tb$^{3+}$ has one electron, in $m=3$, beyond the half-filled shell: its quadrupole is $-\tfrac23$. Tm$^{3+}$ lacks the electrons $m=-2$ and $m=-3$ of a full shell. Their contributions would be $0$ and $-\tfrac23$, so the quadrupole is $+\tfrac23$. Both ions have $J=6$ and $J(2J-1)=66$, hence $\alpha_J=\mp\tfrac1{99}$.

## Variation 2: the excited level of Ce$^{3+}$

*Find $\alpha_J$ for the level $J=7/2$ of $4f^1$, and compare it with the ground level of Yb$^{3+}$.*

The orbital factor $\alpha_L=-\tfrac2{45}$ is unchanged. Now $J=L+S$, so the second expression in (9) applies:

$$c=\frac{3\cdot5}{\tfrac72\cdot6}=\frac57,\qquad \alpha_{7/2}=-\frac2{45}\cdot\frac57=-\frac2{63}.$$

Yb$^{3+}$ has the same $L$, $S$ and $J$, but its factor is $+\tfrac2{63}$. Its state $M_J=\tfrac72$ is a full shell, of zero quadrupole, without the spin-down electron in $m=-3$. The missing electron has the same charge distribution as one in $m=3$, so the quadrupole is that of the cerium state with the sign reversed.

## Values computed for the example and the checks

```
One-electron <3cos^2-1>, l=3 (dimensionless):
  |m|=0: 0.533333
  |m|=1: 0.400000
  |m|=2: -0.000000
  |m|=3: -0.666667
<f||C2||f> = -1.366260 (dimensionless)
R_3 = 122.9634 (dimensionless)
Ce3+: R_L=122.9634 R_J=81.9756 <L||U2||L>=1.000000 <J||U2||J>=0.857143
  alpha_L=-2/45 c=9/7 alpha_J=-2/35 = -0.057143
  <sum(3cos^2-1)> at M=J, determinants: -0.571429
Pr3+: R_L=392.9885 R_J=235.4570 <L||U2||L>=1.065327 <J||U2||J>=0.905204
  alpha_L=-2/135 c=78/55 alpha_J=-52/2475 = -0.021010
  <sum(3cos^2-1)> at M=J, determinants: -0.588283
Series (det = alpha from determinants; low|M| for A>0):
 1 Ce3+ L=3 S=1/2 J=5/2 7-2k=5 c=9/7 alpha=-2/35 = -0.057143 det=-0.057143 low|M|=5/2
 2 Pr3+ L=5 S=1 J=4 7-2k=3 c=78/55 alpha=-52/2475 = -0.021010 det=-0.021010 low|M|=4
 3 Nd3+ L=6 S=3/2 J=9/2 7-2k=1 c=35/22 alpha=-7/1089 = -0.006428 det=-0.006428 low|M|=9/2
 4 Pm3+ L=6 S=2 J=4 7-2k=-1 c=21/11 alpha=14/1815 = 0.007713 det=0.007713 low|M|=0
 5 Sm3+ L=5 S=5/2 J=5/2 7-2k=-3 c=39/14 alpha=13/315 = 0.041270 det=0.041270 low|M|=1/2
 6 Eu3+ L=3 S=3 J=0 undefined
 7 Gd3+ L=0 S=7/2 J=7/2 alpha=0
 8 Tb3+ L=3 S=3 J=6 7-2k=5 c=5/22 alpha=-1/99 = -0.010101 det=-0.010101 low|M|=6
 9 Dy3+ L=5 S=5/2 J=15/2 7-2k=3 c=3/7 alpha=-2/315 = -0.006349 det=-0.006349 low|M|=15/2
10 Ho3+ L=6 S=2 J=8 7-2k=1 c=11/20 alpha=-1/450 = -0.002222 det=-0.002222 low|M|=8
11 Er3+ L=6 S=3/2 J=15/2 7-2k=-1 c=22/35 alpha=4/1575 = 0.002540 det=0.002540 low|M|=1/2
12 Tm3+ L=5 S=1 J=6 7-2k=-3 c=15/22 alpha=1/99 = 0.010101 det=0.010101 low|M|=0
13 Yb3+ L=3 S=1/2 J=7/2 7-2k=-5 c=5/7 alpha=2/63 = 0.031746 det=0.031746 low|M|=1/2
Sign changes between: Nd-Pm, Sm-Tb, Ho-Er
Ce3+ in axial model field, A<r^2> = 0.001 hartree:
  |M|=5/2: -571.43 microhartree
  |M|=3/2: 114.29 microhartree
  |M|=1/2: 457.14 microhartree
  total splitting 1028.57 microhartree = 27.99 meV
```
